# Charge transfer between two short-circuited metal plates: test program

```python
"""Charge transferred between two short-circuited metal plates.

Result under test: n = eps0 (W2 - W1) / (e^2 d), electrons per area that
pass from the plate of low work function W1 to the plate of high work
function W2 across a vacuum gap d.  With screening lengths L1, L2 of
hard-edged free-electron metals, d is replaced by d + L1 + L2.
Internal units: nm, eV, V and elementary charges.
U is the electron potential energy measured from the common Fermi level.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded

EPS0 = const.epsilon_0 / const.e * 1e-9                  # e/(V nm)
KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
PER_CM2 = 1e14                                           # nm^-2 to cm^-2

work_1, work_2 = 4.2, 5.1        # eV
gap = 10.0                       # nm
fermi_1, fermi_2 = 10.0, 5.0     # eV, round model values
temperature = 300.0              # K
strip_width = 1000.0             # nm
atoms_per_cm2 = 1e15             # rough surface atom density


def ideal_density(w_low, w_high, distance):
    return EPS0 * (w_high - w_low) / distance


def electron_density(fermi):
    return (fermi / KINETIC)**1.5 / (3 * np.pi**2)


def screening_length(fermi):
    return np.sqrt(2 * EPS0 * fermi / (3 * electron_density(fermi)))


def solve_plates(distance):
    """Nonlinear Thomas-Fermi and Poisson solution, metal-gap-metal."""
    depth = 1.8
    left = np.linspace(-depth, 0, 1801)
    middle = np.linspace(0, distance, 401)
    right = np.linspace(distance, distance + depth, 1801)
    x = np.concatenate([left, middle[1:], right[1:]])
    h = np.diff(x)
    centre = 0.5 * (x[1:] + x[:-1])
    metals = []
    for work, fermi, inside in ((work_1, fermi_1, centre < 0),
                                (work_2, fermi_2, centre > distance)):
        length = h * inside
        volume = 0.5 * (length[1:] + length[:-1])
        metals.append((work, fermi, electron_density(fermi), volume))
    u = np.interp(x, [0, distance], [work_1, work_2])
    for _ in range(12):
        inner = u[1:-1]
        slope = np.diff(u) / h
        residual = np.diff(slope)
        diagonal = -1 / h[1:] - 1 / h[:-1]
        for work, fermi, n0, volume in metals:
            filling = 1 + (work - inner) / fermi
            residual = residual + n0 * (filling**1.5 - 1) * volume / EPS0
            diagonal = (diagonal
                        - 1.5 * n0 / fermi * np.sqrt(filling) * volume / EPS0)
        bands = np.zeros((3, inner.size))
        bands[0, 1:] = 1 / h[1:-1]
        bands[1] = diagonal
        bands[2, :-1] = 1 / h[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        u[1:-1] += step
    assert np.max(np.abs(step)) < 1e-9
    gained = [np.sum(n0 * ((1 + (work - u[1:-1]) / fermi)**1.5 - 1) * volume)
              for work, fermi, n0, volume in metals]
    in_gap = slice(left.size - 1, left.size + middle.size - 1)
    return gained[0], gained[1], x[in_gap], u[in_gap]


def strip_charges(width, distance, voltage, cells=801):
    """Coulomb-law charge density on two long strips at +-voltage/2."""
    edges = -0.5 * width * np.cos(np.linspace(0, np.pi, cells + 1))
    middle = 0.5 * (edges[1:] + edges[:-1])
    offset = edges[None, :] - middle[:, None]
    own = offset * np.log(np.abs(offset))
    other = (0.5 * offset * np.log(offset**2 + distance**2)
             + distance * np.arctan(offset / distance))
    matrix = -np.diff(own - other, axis=1) / (2 * np.pi * EPS0)
    sigma = np.linalg.solve(matrix, np.full(cells, voltage / 2))
    return sigma[cells // 2], np.sum(sigma * np.diff(edges)) / width


# Ideal result
difference = work_2 - work_1
density = ideal_density(work_1, work_2, gap)
field = difference / gap

# Metals with finite screening: direction, neutrality and size of transfer
gain_1, gain_2, x_gap, u_gap = solve_plates(gap)
length_1, length_2 = screening_length(fermi_1), screening_length(fermi_2)
screened = ideal_density(work_1, work_2, gap + length_1 + length_2)
assert gain_1 < 0 < gain_2
assert abs(gain_1 + gain_2) < 1e-6 * gain_2
assert abs(gain_2 / screened - 1) < 1e-3
assert abs(gain_2 / density - 1) < 0.02

# The growth of 1/n with the gap is free of the screening lengths
gain_double = solve_plates(2 * gap)[1]
growth = (1 / gain_double - 1 / gain_2) / gap
assert abs(growth * EPS0 * difference - 1) < 1e-3

# Finite strips: centre approaches the ideal density as the width grows
centre_density, mean_density = strip_charges(strip_width, gap, difference)
wide_centre, wide_mean = strip_charges(4 * strip_width, gap, difference)
centre_excess = centre_density / density - 1
mean_excess = mean_density / density - 1
assert 0 < centre_excess < 0.01
assert abs(wide_centre / density - 1) < 0.5 * centre_excess
assert 0 < wide_mean / density - 1 < 0.5 * mean_excess

# Tunnelling exponent at the Fermi level: solved profile against closed form
exponent = 2 * trapezoid(np.sqrt(u_gap / KINETIC), x_gap)
exponent_formula = (4 * gap * (work_2**1.5 - work_1**1.5)
                    / (3 * difference * np.sqrt(KINETIC)))
assert abs(exponent / exponent_formula - 1) < 1e-3

# Thermal electrons beside plate 1: Fermi integral against closed form
thermal = const.k * temperature / const.e
integral = quad(lambda t: np.sqrt(t) / (np.exp(t + work_1 / thermal) + 1),
                0, 60, epsabs=0, epsrel=1e-9, limit=200)[0]
thermal_density = (thermal / KINETIC)**1.5 * integral / (2 * np.pi**2)
thermal_formula = (2 * (thermal / (4 * np.pi * KINETIC))**1.5
                   * np.exp(-work_1 / thermal))
assert abs(thermal_density / thermal_formula - 1) < 1e-6
thermal_sheet = thermal_density * gap * PER_CM2

# Sensitivity to the inputs
more_difference = ideal_density(work_1, work_2 + 0.1, gap)
smaller_gap = ideal_density(work_1, work_2, gap - 1.0)

print(f"work function of plate 1: {work_1:.1f} eV")
print(f"work function of plate 2: {work_2:.1f} eV")
print(f"vacuum gap: {gap:.1f} nm")
print(f"vacuum permittivity: {EPS0:.5f} e/(V nm)")
print(f"work-function difference: {difference:.2f} eV")
print(f"field in the gap: {field * 10:.3f} MV/cm")
print(f"transferred electrons, ideal: {density * PER_CM2:.3e} cm^-2")
print(f"charge density, ideal: {density * const.e * 1e20:.4f} uC/cm^2")
print(f"surface atoms, rough input: {atoms_per_cm2:.0e} cm^-2")
print(f"electrons per surface atom: {density * PER_CM2 / atoms_per_cm2:.1e}")
print(f"model Fermi energy, plate 1: {fermi_1:.1f} eV")
print(f"model Fermi energy, plate 2: {fermi_2:.1f} eV")
print(f"screening length, plate 1: {length_1:.4f} nm")
print(f"screening length, plate 2: {length_2:.4f} nm")
print(f"electrons gained by plate 1, solved: {gain_1 * PER_CM2:.3e} cm^-2")
print(f"electrons gained by plate 2, solved: {gain_2 * PER_CM2:.3e} cm^-2")
print(f"screened formula: {screened * PER_CM2:.3e} cm^-2")
print(f"change by screening: {100 * (gain_2 / density - 1):.2f} %")
print(f"energy shift at surface 1: {1000 * (u_gap[0] - work_1):.2f} meV")
print(f"energy shift at surface 2: {1000 * (u_gap[-1] - work_2):.2f} meV")
print(f"density if difference is 0.1 eV larger: "
      f"{more_difference * PER_CM2:.3e} cm^-2")
print(f"relative change: {100 * (more_difference / density - 1):.1f} %")
print(f"density if gap is 1 nm smaller: {smaller_gap * PER_CM2:.3e} cm^-2")
print(f"relative change: {100 * (smaller_gap / density - 1):.1f} %")
print(f"strip width for edge estimate: {strip_width:.0f} nm")
print(f"excess at strip centre: {100 * centre_excess:.2f} %")
print(f"excess averaged over strip: {100 * mean_excess:.2f} %")
print(f"tunnelling exponent: {exponent:.1f}")
print(f"log10 of tunnelling factor: {-exponent / np.log(10):.1f}")
print(f"temperature: {temperature:.0f} K")
print(f"log10 of thermal electrons in gap per cm^2: "
      f"{np.log10(thermal_sheet):.1f}")
print("done: every assertion held")
```

Printed output:

```
work function of plate 1: 4.2 eV
work function of plate 2: 5.1 eV
vacuum gap: 10.0 nm
vacuum permittivity: 0.05526 e/(V nm)
work-function difference: 0.90 eV
field in the gap: 0.900 MV/cm
transferred electrons, ideal: 4.974e+11 cm^-2
charge density, ideal: 0.0797 uC/cm^2
surface atoms, rough input: 1e+15 cm^-2
electrons per surface atom: 5.0e-04
model Fermi energy, plate 1: 10.0 eV
model Fermi energy, plate 2: 5.0 eV
screening length, plate 1: 0.0506 nm
screening length, plate 2: 0.0602 nm
electrons gained by plate 1, solved: -4.919e+11 cm^-2
electrons gained by plate 2, solved: 4.919e+11 cm^-2
screened formula: 4.919e+11 cm^-2
change by screening: -1.10 %
energy shift at surface 1: 4.51 meV
energy shift at surface 2: -5.36 meV
density if difference is 0.1 eV larger: 5.526e+11 cm^-2
relative change: 11.1 %
density if gap is 1 nm smaller: 5.526e+11 cm^-2
relative change: 11.1 %
strip width for edge estimate: 1000 nm
excess at strip centre: 0.63 %
excess averaged over strip: 2.38 %
tunnelling exponent: 220.9
log10 of tunnelling factor: -95.9
temperature: 300 K
log10 of thermal electrons in gap per cm^2: -57.2
done: every assertion held
```
